# Minimising the Li-Nunes-Vanderbilt functional: local minimum, bound, and forces

## Symmetry fixes the functional

Take independent electrons at zero temperature, with a real symmetric Hamiltonian $H$ in an orthonormal basis of $M$ orbitals. Let the chemical potential $\mu$ lie in a gap, and write $K=H-\mu$ with eigenvalues $h_i$. Traces are per spin until the numerical example. The target is

$$\Omega_0=\sum_{h_i<0}h_i=\mathrm{Tr}(PK),$$

where $P$ projects on the levels with $h_i<0$. We want a functional of a symmetric trial matrix $\rho$ that reaches $\Omega_0$ at $\rho=P$ without imposing $\rho^2=\rho$.

The matrix $\rho$ is dimensionless and $\Omega$ is an energy. The expectation value of a one-body operator is linear in $K$, so $\Omega=\mathrm{Tr}(AK)$ with $A$ built from $\rho$ alone. Covariance under a change of orthonormal basis, and additivity over uncoupled parts, are satisfied by a matrix polynomial $A=f(\rho)$ with numerical coefficients.

Exchanging particles and holes sends $K\to-K$ and $\rho\to1-\rho$. The exact grand potential then changes from $\Omega_0$ to $-\sum_{h_i>0}h_i=\Omega_0-\mathrm{Tr}K$. The functional follows this rule if $f(1-x)=1-f(x)$, so $f-\tfrac12$ is odd about $x=\tfrac12$. The lowest form with room for a stationarity condition is the cubic

$$f(\tfrac12+y)=\tfrac12+ay+by^3 .$$

An empty level must contribute nothing, $f(0)=0$, and be insensitive to first-order errors, $f'(0)=0$. These conditions read $a/2+b/8=1/2$ and $a+3b/4=0$, hence $a=3/2$ and $b=-2$. Expanding in $x$,

$$f(x)=3x^2-2x^3,\qquad \Omega[\rho]=\mathrm{Tr}\big[(3\rho^2-2\rho^3)(H-\mu)\big].$$

By the same symmetry $f(1)=1$ and $f'(1)=0$.

## Gradient and curvature

Let $\rho\to\rho+X$ with $X$ symmetric. The first-order change of $\rho^2$ is $X\rho+\rho X$, and that of $\rho^3$ is $X\rho^2+\rho X\rho+\rho^2X$. Moving $X$ to the front of each trace by cyclic permutation gives $\delta\Omega=\mathrm{Tr}(GX)$ with

$$G=3(\rho K+K\rho)-2(\rho^2K+\rho K\rho+K\rho^2).$$

At $\rho=P$ we have $PK=KP$ and $P^2=P$, so $G=6PK-6PK=0$.

The second-order part at $P$ is

$$Q=\mathrm{Tr}\,K\big[3X^2-2(X^2P+XPX+PX^2)\big].$$

In the eigenbasis of $K$, let $p_i$ be 1 for occupied and 0 for empty levels. The terms $X^2P$ and $PX^2$ each give $\sum_{ij}h_ip_i|X_{ij}|^2$, while $XPX$ gives $\sum_{ij}h_ip_j|X_{ij}|^2$. Therefore

$$Q=\sum_{ij}h_i(3-4p_i-2p_j)|X_{ij}|^2 .$$

Since $|X_{ij}|^2$ is symmetric, only the average of the coefficient over $i\leftrightarrow j$ matters. Call it $c_{ij}$.

- Both occupied: $\tfrac12(-3)(h_i+h_j)=\tfrac32(|h_i|+|h_j|)$.
- Both empty: $\tfrac12(3)(h_i+h_j)=\tfrac32(|h_i|+|h_j|)$.
- $i$ occupied, $j$ empty: $\tfrac12(-h_i+h_j)=\tfrac12(|h_i|+|h_j|)$.

The third-order part of $\Omega$ comes from $-2\rho^3$ alone, so the expansion ends there:

$$\Omega[P+X]=\Omega_0+\sum_{ij}c_{ij}|X_{ij}|^2-2\,\mathrm{Tr}(KX^3).\tag{1}$$

All $c_{ij}$ are positive, and $P$ is a strict local minimum. For $X$ of unit Frobenius norm the curvatures are $2c_{ij}$. The smallest is the lesser of the gap and $6\min|h_i|$; the largest is $6\max|h_i|$. Their ratio depends on gap, bandwidth and position of $\mu$, but not directly on the number of atoms. It diverges when the gap closes or $\mu$ reaches a band edge.

## Why the minimum is only local

Change one occupied eigenvalue of $P$ from 1 to $1+t$. Then

$$f(1+t)=3(1+2t+t^2)-2(1+3t+3t^2+t^3)=1-3t^2-2t^3,$$

and with $h=-|h|$,

$$\Omega-\Omega_0=|h|(3t^2+2t^3).$$

This rises to a barrier $|h|$ at $t=-1$, returns to zero at $t=-3/2$, and tends to $-\infty$ beyond. For an empty level the cost is $h(3t^2-2t^3)$, negative for $t>3/2$. Physically, an eigenvalue of $\rho$ below $-1/2$ gives $f>1$: the level holds more than one electron per spin, and an occupied level then lowers the energy without limit.

Truncation does not remove this fault. Every pattern that keeps the diagonal contains $\rho=x\,1$, for which $\Omega=f(x)\,\mathrm{Tr}K$. If $\mathrm{Tr}K\neq0$, one of the limits $x\to\pm\infty$ gives $\Omega\to-\infty$.

## The upper bound and its condition

The claim that truncated solutions lie above $\Omega_0$ needs a condition on the spectrum of $\rho$. From $f'(x)=6x(1-x)$, the function $f$ falls from 1 to 0 on $[-\tfrac12,0]$, rises to 1 on $[0,1]$, and falls to 0 on $[1,\tfrac32]$. If all eigenvalues of $\rho$ lie in $[-\tfrac12,\tfrac32]$, those of $f(\rho)$ lie in $[0,1]$, and so do the occupations $n_i=\langle i|f(\rho)|i\rangle$ in the eigenbasis of $K$. Hence

$$\Omega[\rho]-\Omega_0=\sum_{h_i>0}h_in_i+\sum_{h_i<0}|h_i|(1-n_i)\ \ge 0.\tag{2}$$

Sparsity plays no part in the proof, so the bound covers every truncated matrix in the safe range. The condition is sufficient, and it can be checked after convergence from the extreme eigenvalues of $\rho$.

The bounded quantity is the grand potential. The energy $\mathrm{Tr}[f(\rho)H]$ exceeds its exact value by $(\Omega-\Omega_0)+\mu\,\Delta N$, where $\Delta N$ is the error in electron number; for negative $\mu\,\Delta N$ this can have either sign. At the correct number, $\Delta N=0$, the energy is bounded too.

## Truncation error

Let a pattern keep all pairs of sites up to a distance $R$, the reach. Take as trial matrix $P$ with its other elements set to zero, and call the change $X$. Let $\|X\|$ be its largest absolute eigenvalue and $\|X\|_F$ its Frobenius norm. Since $c_{ij}\le3h_{\max}$, with $h_{\max}=\max|h_i|$, and $|\mathrm{Tr}(KX^3)|\le h_{\max}\|X\|\,\|X\|_F^2$, equation (1) gives

$$\Omega[P+X]-\Omega_0\le h_{\max}(3+2\|X\|)\|X\|_F^2 .$$

If $\|X\|\le\tfrac12$, the eigenvalues of $P+X$ stay in the safe range. The lowest safe value of $\Omega$ within the pattern then exceeds $\Omega_0$ by at most $4h_{\max}\|X\|_F^2$. This bound on the error is quadratic in the discarded tail.

For an infinite chain with alternating hoppings $t_a>t_b$ the tail can be found. With $z=e^{ik}$, the block of $P$ joining the two sublattices is, up to the labelling of cells,

$$\frac12\sqrt{\frac{t_a+t_bz}{t_a+t_b/z}} .$$

It is analytic for $t_b/t_a<|z|<t_a/t_b$, so its Fourier coefficients at a separation of $m$ cells decay exponentially, at a rate set by $(t_b/t_a)^m$. The energy bound decays as the square. A smaller dimerisation brings $t_b/t_a$ closer to 1 and demands a longer reach.

## Algorithm

1. Start from $\rho=\tfrac12\,1$, the fixed point of particle-hole exchange, with a small symmetric perturbation. This is a precaution, so that the search is not confined to matrices with the spatial symmetry of $H$. The matrix $\rho$ itself stays symmetric.
2. Compute $G$ and set its elements outside the pattern to zero. Form a conjugate-gradient direction $D$; if it does not point downhill, use $-G$.
3. Along $\rho+sD$ the functional is the cubic $a_0+a_1s+a_2s^2+a_3s^3$ with

$$a_1=\mathrm{Tr}(GD),\quad a_3=-2\,\mathrm{Tr}(KD^3),$$
$$a_2=\mathrm{Tr}\,K\big[3D^2-2(D^2\rho+D\rho D+\rho D^2)\big].$$

4. Stationary points obey $a_1+2a_2s+3a_3s^2=0$. At a minimum the second derivative $2a_2+6a_3s$ is positive, which selects $3a_3s=-a_2+\sqrt{a_2^2-3a_1a_3}$. Multiplying and dividing by $a_2+\sqrt{\cdots}$ avoids cancellation for small $a_3$:

$$s=\frac{-a_1}{a_2+\sqrt{a_2^2-3a_1a_3}} .$$

5. Downhill $a_1<0$, so a forward minimum needs a non-negative root argument and a positive denominator. If either fails, stop: the line runs away.
6. After convergence, check the spectrum of $\rho$. To enlarge the reach, continue from the previous solution. It belongs to the larger pattern, and each step lowers $\Omega$, so the sequence decreases.

## Forces

Let $H$ depend on an atomic coordinate $\lambda$, and let $\rho(\lambda)$ follow a smooth branch of minima in a fixed pattern. At fixed $\mu$,

$$\frac{d\Omega}{d\lambda}=\mathrm{Tr}\Big(G\frac{d\rho}{d\lambda}\Big)+\mathrm{Tr}\Big(f(\rho)\frac{\partial H}{\partial\lambda}\Big).$$

At a truncated minimum $G$ is in general not zero, but all its elements inside the pattern vanish. The matrix $d\rho/d\lambda$ has elements only inside the pattern. The first trace is therefore zero, and the force is the Hellmann-Feynman expression

$$F=-\mathrm{Tr}\Big[(3\rho^2-2\rho^3)\frac{\partial H}{\partial\lambda}\Big].\tag{3}$$

The purified matrix enters, not $\rho$.

The same argument with $\partial K/\partial\mu=-1$ gives $\partial\Omega/\partial\mu=-\mathrm{Tr}f(\rho)=-N$. For $E=\Omega+\mu N$ at fixed $N$, with $\mu$ adjusting to $\lambda$,

$$\frac{dE}{d\lambda}=\frac{\partial\Omega}{\partial\lambda}+\Big(\frac{\partial\Omega}{\partial\mu}+N\Big)\frac{d\mu}{d\lambda}=\frac{\partial\Omega}{\partial\lambda},$$

so (3) also holds at fixed electron number.

Equation (3) is the derivative of the truncated energy. Its error relative to the untruncated force is minus the derivative of the energy excess, and need not be small when the excess is a small fraction of $\Omega_0$. Two assumptions can fail. An orbital overlap that varies with $\lambda$ adds terms, and a pair that crosses the cutoff makes the energy jump.

## Example: a dimerised $\pi$-electron ring

A ring of 60 sites has hopping elements $H_{n,n+1}=-[t_0-\alpha(u_{n+1}-u_n)]$ with $t_0=2.5$ eV and $\alpha=41$ eV/nm. The displacements are $u_n=(-1)^nu_0$ with $u_0=0.0043$ nm, and one atom is moved a further 0.002 nm. These are rough typical values for trans-polyacetylene. The chemical potential is 0.2 eV above midgap. Energies, electron numbers and forces now count both spins.

The gap is 1.42 eV and $\Omega_0=-208.495$ eV, or $-3.475$ eV/site. The values of $|h_i|$ run from 0.510 to 5.200 eV. The smallest curvature at $P$, still taken per spin, is the gap, since $6\times0.510=3.06$ eV is larger; the greatest is $6\times5.200=31.2$ eV. Their ratio is 22.

**Escape from the minimum.** The highest occupied level has $|h|=1.420-0.510=0.910$ eV. Lowering its eigenvalue in $\rho$ to 0 costs $2\times0.910=1.82$ eV, at $-0.5$ the cost is zero, and at $-1$ it is $2\times0.910\times(12-16)=-7.28$ eV. For $\rho=-2\,1$, $f(-2)=28$ and $\mathrm{Tr}K=-60\times0.2=-12$ eV, so $\Omega=2\times28\times(-12)=-672$ eV, far below $\Omega_0$. A search started there finds no forward minimum.

**Energy and force against reach.** The exact force on the moved atom is 37.33 eV/nm (5.98 nN).

| Reach (sites) | Excess (meV/site) | Force (eV/nm) |
|---:|---:|---:|
| 1 | 256.4 | 55.38 |
| 5 | 20.8 | 43.04 |
| 9 | 3.58 | 39.09 |
| 13 | 0.781 | 37.90 |
| 17 | 0.190 | 37.51 |

All truncated spectra lie between $-0.063$ and $1.071$, inside the safe range, so (2) applies. From reach 13 to 17 the excess falls by a factor $0.781/0.190=4.1$. The hoppings of the perfect chain are $2.5\pm0.353$ eV, so $t_b/t_a=0.753$. Two more cells reduce the squared exponential by $0.753^4=0.32$, a factor 3.1. The observed fall is faster mainly because the coefficients also carry an algebraic factor. It is $m^{-1/2}$ in the direction governed by the inverse square root in the block of $P$, and $m^{-3/2}$ in the other direction, which contributes little to the tail. The full squared tail of the perfect chain beyond the reach falls by a factor 3.9 between the same two reaches.

At reach 5 the total excess is $60\times0.0208=1.25$ eV, or 0.6% of $|\Omega_0|$, but the force is 15% too large. At reach 17 the force error is 0.5%. If errors are judged relative to $|\Omega_0|$ and to the exact force, the force sets the stricter demand on the reach here. The demand is stricter still for geometries, because the electronic force is largely cancelled by the $\sigma$ springs introduced below. The reach-5 error of 5.7 eV/nm is about 80% of the net force of 7.2 eV/nm, and the equilibrium displacement of the perfect ring moves from 0.0040 nm to about 0.0053 nm at reach 5 and 0.0045 nm at reach 9.

The Hellmann-Feynman forces were tested against central differences of the re-minimised grand potential, with the atom moved by $\pm5\times10^{-5}$ nm. They agree within $5\times10^{-5}$ eV/nm at every reach. At reach 5 the difference at fixed electron number gives the same 43.04 eV/nm. The number held there is that of the truncated solution, 60.053, not 60. Using $\rho$ in place of $f(\rho)$ gives 40.60 eV/nm. This happens to lie nearer the exact force, but it is not the derivative of the energy being minimised and would not conserve that energy in dynamics.

**Other limits.** Deleting from the reach-5 pattern the single pair formed by the moved atom and its fifth neighbour on the side of its stronger bond, at fixed geometry, raises the minimum by 75 meV. The corresponding pair on the other side costs only 0.2 meV, so the jump depends strongly on which pair is lost. Equation (3) contains no trace of such a jump. With half the staggered displacement, and the extra shift and $\mu$ unchanged, the gap is 0.72 eV and the excess at reach 9 grows from 3.6 to 9.8 meV/site.

From a fresh start at reach 5, rings of 60 and 120 sites both need about 35 iterations, varying slightly with the random perturbation, to bring the Frobenius norm of the masked gradient below $10^{-8}$ eV. With sparse products and a reach much smaller than the system, the work per iteration is proportional to $M$. The calculations here used dense matrices and do not measure that scaling.

**The model and the polymer.** At reach 5 and beyond, truncation is not the largest energy error in describing real trans-polyacetylene. At 300 K thermal excitation changes $\Omega$ by about $2\times10^{-9}$ meV/site, and a perfect 60-site ring differs from the infinite chain by 0.001 meV/site. Electron repulsion matters far more. For a rough Hubbard $U=4$ eV the first-order energy is $U/4$ per site, a constant independent of the displacements, because every site of this model holds half an electron per spin. The second-order term lowers the energy by about 120 meV/site, six times the reach-5 excess. This ranking is for energies only: the same term changes the force on the moved atom by about 2.4 eV/nm, less than the reach-5 force error of 5.7 eV/nm. The static lattice is also a poor assumption. For a rough $\sigma$-bond spring constant $k_s=2100$ eV/nm² and CH mass $m$, the staggered vibration without $\pi$ electrons has frequency $\omega=\sqrt{4k_s/m}$. At this frequency the zero-point displacement $\sqrt{\hbar/(2m\omega)}$ of a CH unit is about 0.003 nm, against $u_0=0.0043$ nm. If neighbouring units move independently, the hopping fluctuates by 0.18 eV, half the static deviation of 0.35 eV from the mean hopping. This is an underestimate: the normal modes of the ring give 0.205 eV with the springs alone, and about 0.22 eV at the equilibrium geometry with the $\pi$ electrons, which soften the staggered quantum $\hbar\omega$ from 0.16 to 0.10 eV. The sharp band edges therefore belong to the static lattice; lattice motion blurs them, which does not by itself mean that the gap closes. The same springs pull the moved atom back with 44.5 eV/nm, more than the electronic force of 37.3 eV/nm, so the net force, 7.2 eV/nm, points against the extra shift. About 1.1 eV/nm of it is present even without that shift, because the chosen $u_0$ is slightly larger than the equilibrium value of this model, 0.0040 nm. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
sites 60, mean hopping 2.5 eV, coupling 41.0 eV/nm
staggered displacement 0.0043 nm, extra shift of one atom 0.002 nm
mu from midgap of perfect ring 0.2 eV, gap of example 1.4204 eV
largest |e-mu| 5.2001 eV, smallest 0.5102 eV
exact Omega0 -208.494905 eV = -3.474915 eV/site
exact electron number 60.000000
exact force on moved atom 37.33278 eV/nm = 5.98137 nN
Hessian at P: lowest 1.4204 eV, highest 31.2005 eV, ratio 21.97
highest occupied eigenvalue of rho 0.0: Omega-Omega0 1.8204 eV
highest occupied eigenvalue of rho -0.5: Omega-Omega0 0.0000 eV
highest occupied eigenvalue of rho -1.0: Omega-Omega0 -7.2817 eV
rho = -2 x identity: Omega -672.000 eV, no forward minimum
reach | excess meV/site | N error | spectrum of rho
  1 | 256.35274 | 0.149163 | -0.06285 to 1.07027
  3 | 61.59267 | 0.117324 | -0.03306 to 1.03768
  5 | 20.80667 | 0.053094 | -0.02543 to 1.02646
  9 | 3.57543 | 0.009986 | -0.01474 to 1.01435
 13 | 0.78068 | 0.002077 | -0.00830 to 1.00760
 17 | 0.18952 | 0.000480 | -0.00632 to 1.00554
reach | Hellmann-Feynman force | finite difference (eV/nm)
  1 | 55.37741 | 55.37737
  3 | 47.84231 | 47.84230
  5 | 43.03685 | 43.03684
  9 | 39.08899 | 39.08898
 13 | 37.89594 | 37.89593
 17 | 37.51474 | 37.51473
reach 5, force from unpurified rho 40.59888 eV/nm
reach 5, lowest curvature within the pattern 2.3983 eV
reach 5, finite-difference force at fixed N 43.03684 eV/nm
  mu change needed per nm 2.0126 eV/nm
reach 5, energy jump when one pair leaves the pattern 74.8841 meV
reach 5, fresh start minus continued start 0.00e+00 meV
iterations from fresh start: 60 sites 35, 120 sites 35
half dimerisation: gap 0.7157 eV, reach 9 excess 9.83125 meV/site
thermal change of Omega at 300 K -2.319e-09 meV/site
perfect ring minus infinite chain 0.00134 meV/site
sigma spring constant 2100.0 eV/nm^2, spring force -44.520 eV/nm
CH zero-point displacement 0.00313 nm (quantum 0.1642 eV)
  rms hopping change 0.1813 eV, static dimerisation 0.3526 eV
second-order correlation for Hubbard U 4.0 eV: -123.08 meV/site
```
